# Locating the Surface Phonon Resonance of Silicon Carbide: a program that tests the result

```python
# Result under test: a flat polar crystal facing vacuum has its surface phonon
# resonance at ws^2 = (e_inf*wL^2 + wT^2)/(e_inf + 1), and the near-field heat
# flow between two such surfaces peaks close to ws.
# Symbols: e_inf high-frequency permittivity; wT, wL transverse and longitudinal
# frequencies; damping = phonon linewidth (all frequencies in cm^-1);
# r = (eps-1)/(eps+1) surface response; gap = vacuum gap in nm; k wavevector.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

e_inf, wT, wL = 6.7, 793.0, 969.0
damping = 5.0          # rough typical value
gap = 50.0             # nm
temperature = 300.0    # K


def permittivity(w, g=0.0, t=wT, l=wL):
    """Electronic background plus one lattice oscillator."""
    return e_inf + e_inf * (l**2 - t**2) / (t**2 - w**2 - 1j * g * w)


def surface_frequency(e, t, l):
    return np.sqrt((e * l**2 + t**2) / (e + 1))


def peak(function, low, high):
    found = minimize_scalar(lambda w: -function(w), bounds=(low, high),
                            method="bounded", options={"xatol": 1e-6})
    return found.x


# Location of the resonance: formula against root of eps = -1
ws = surface_frequency(e_inf, wT, wL)
root = brentq(lambda w: permittivity(w).real + 1, 850, 968)
assert abs(root - ws) < 1e-8
assert wT < ws < wL
assert abs(permittivity(wL)) < 1e-12
eps_static = e_inf * wL**2 / wT**2
assert abs(permittivity(0.0) - eps_static) < 1e-12

# Sensitivities: formulas against finite differences
slope_L = e_inf * wL / ((e_inf + 1) * ws)
slope_T = wT / ((e_inf + 1) * ws)
slope_e = (wL**2 - wT**2) / (2 * ws * (e_inf + 1)**2)
h = 1e-3
args = np.array([e_inf, wT, wL])
for index, slope in enumerate((slope_e, slope_T, slope_L)):
    step = np.zeros(3)
    step[index] = h
    numeric = (surface_frequency(*(args + step))
               - surface_frequency(*(args - step))) / (2 * h)
    assert abs(numeric - slope) < 1e-6

# Single-pole form of the surface response
r_inf = (e_inf - 1) / (e_inf + 1)
strength = 2 * e_inf * (wL**2 - wT**2) / (e_inf + 1)**2


def response(w, g=damping):
    eps = permittivity(w, g)
    return (eps - 1) / (eps + 1)


for w in (700.0, 900.0, 947.0, 1000.0):
    pole_form = r_inf + strength / (ws**2 - w**2 - 1j * damping * w)
    assert abs(pole_form - response(w)) < 1e-9 * abs(pole_form)

# Maximum of the loss function Im r: closed form against numerical search
b = 2 * ws**2 - damping**2
loss_peak = np.sqrt((b + np.sqrt(b**2 + 12 * ws**4)) / 6)
assert abs(peak(lambda w: response(w).imag, 940, 956) - loss_peak) < 2e-4
loss_shift = -damping**2 / (8 * ws)
assert abs(loss_peak - ws - loss_shift) < 1e-5


# Potentials in body 1 / gap / body 2, matched at both surfaces
def matching_matrix(eps, kd):
    y = np.exp(-kd)
    return np.array([[1, -1, -1, 0], [eps, 1, -1, 0],
                     [0, y, 1 / y, -1], [0, -y, 1 / y, eps]], dtype=complex)


def transmission(r, kd):
    y = np.exp(-2 * kd)
    return 4 * r.imag**2 * y / np.abs(1 - r**2 * y)**2


# Fluctuating dipoles in body 1 (strength ~ Im eps, field ~ 1/eps) heat body 2
for w in (850.0, 940.0, 948.0, 960.0):
    for kd in (0.3, 1.0, 2.5):
        eps = permittivity(w, damping)
        amplitudes = np.linalg.solve(matching_matrix(eps, kd),
                                     np.array([-1, eps, 0, 0]))
        direct = eps.imag**2 * abs(amplitudes[3])**2 / abs(eps)**2
        assert abs(direct / transmission(response(w), kd) - 1) < 1e-8

# Split modes of the gap: formula against zeros of the matching determinant
kd_mode = 1.0
w_low = np.sqrt(ws**2 - strength / (np.exp(kd_mode) - r_inf))
w_high = np.sqrt(ws**2 + strength / (np.exp(kd_mode) + r_inf))
scale = abs(np.linalg.det(matching_matrix(permittivity(ws), kd_mode)))
for w in (w_low, w_high):
    det = np.linalg.det(matching_matrix(permittivity(w), kd_mode))
    assert abs(det) < 1e-9 * scale

# Heat spectrum summed over wavevectors; u = (decay constant in vacuum)*gap
u = np.linspace(0, 30, 12001)[1:]
du = u[1] - u[0]


def heat_spectrum(w, retarded=False):
    """Integral of u*transmission du; retarded uses the p-wave Fresnel r."""
    eps = permittivity(w, damping)
    k0_gap = 2 * np.pi * w * 1e-7 * gap if retarded else 0.0
    inside = np.sqrt(u**2 - (eps - 1) * k0_gap**2)
    r = (eps * u - inside) / (eps * u + inside)
    return np.sum(u * transmission(r, u)) * du


for w in (940.0, 948.0, 955.0):
    r = mp.mpc(response(w))
    closed = r.imag**2 * mp.im(mp.polylog(2, r**2)) / mp.im(r**2)
    assert abs(heat_spectrum(w) / float(closed) - 1) < 1e-4


def thermal_weight(w):
    """Temperature derivative of the mean oscillator energy, in units of k_B."""
    x = const.h * const.c * 100 * w / (const.k * temperature)
    return (x / 2 / np.sinh(x / 2))**2


heat_peak = peak(heat_spectrum, 940, 956)
heat_peak_thermal = peak(lambda w: heat_spectrum(w) * thermal_weight(w), 940, 956)
heat_peak_retarded = peak(lambda w: heat_spectrum(w, True), 940, 956)
for found in (heat_peak, heat_peak_thermal, heat_peak_retarded):
    assert abs(found - ws) < 0.5
half = heat_spectrum(heat_peak) / 2
left = brentq(lambda w: heat_spectrum(w) - half, heat_peak - 20, heat_peak)
right = brentq(lambda w: heat_spectrum(w) - half, heat_peak, heat_peak + 20)

# Neglected effects
# Retardation of the single-surface mode at k = 1/gap
k_ratio = 1 / (2 * np.pi * ws * 1e-7 * gap)


def polariton(w):
    eps = permittivity(w).real
    return eps + 1 - eps * (2 * np.pi * w * 1e-7 * gap)**2


retardation = brentq(polariton, 900, 968) - ws
estimate = -(ws**2 - wT**2) / (2 * ws * (e_inf + 1) * k_ratio**2)
assert abs(retardation / estimate - 1) < 0.02

# Lattice softening on heating (rough rate, same for both bulk modes)
softening_rate, heating = -0.02, 100.0      # cm^-1 per K, K
change = softening_rate * heating
softening = surface_frequency(e_inf, wT + change, wL + change) - ws
assert abs(softening - change * (slope_L + slope_T)) < 0.01

# Hexagonal crystal, axis normal to the surface (rough axial mode offsets)
offset_T, offset_L = -8.0, -5.0
anisotropy = brentq(lambda w: permittivity(w).real * permittivity(
    w, 0.0, wT + offset_T, wL + offset_L).real - 1, 900, 960) - ws

# Free carriers in doped material (rough density and mass, no carrier damping)
density, mass_ratio = 1e18, 0.4             # cm^-3, electron masses
plasma = np.sqrt(density * 1e6 * const.e**2
                 / (const.epsilon_0 * e_inf * mass_ratio * const.m_e))
plasma /= 2 * np.pi * const.c * 100
carriers = brentq(lambda w: permittivity(w).real
                  - e_inf * plasma**2 / w**2 + 1, 900, 968) - ws

# Phonon dispersion, order of magnitude for a cosine-like band at k = 1/gap
lattice = 0.44                              # nm, rough
dispersion = ws * (lattice / gap)**2 / 8

print(f"High-frequency permittivity: {e_inf:.1f}")
print(f"Transverse frequency: {wT:.0f} cm^-1")
print(f"Longitudinal frequency: {wL:.0f} cm^-1")
print(f"Static permittivity: {eps_static:.2f}")
print(f"wT squared: {wT**2:.0f} cm^-2")
print(f"wL squared: {wL**2:.0f} cm^-2")
print(f"Surface frequency squared: {ws**2:.0f} cm^-2")
print(f"Surface resonance, formula: {ws:.2f} cm^-1")
print(f"Surface resonance, root of eps=-1: {root:.2f} cm^-1")
print(f"Surface resonance, converted: {ws * 100 * const.c / 1e12:.2f} THz")
print(f"Slope with wL: {slope_L:.3f}")
print(f"Slope with wT: {slope_T:.3f}")
print(f"Slope with e_inf: {slope_e:.2f} cm^-1 per unit")
print(f"Damping (rough): {damping:.1f} cm^-1")
print(f"r_inf: {r_inf:.3f}")
print(f"Pole strength A: {strength:.0f} cm^-2")
print(f"Re r at resonance: {response(ws).real:.3f}")
print(f"Im r at resonance: {response(ws).imag:.2f}")
print(f"Shift of Im r maximum: {loss_peak - ws:.4f} cm^-1")
print(f"Gap: {gap:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Gap modes shown at k*gap: {kd_mode:.1f}")
print(f"Lower gap mode: {w_low:.1f} cm^-1")
print(f"Upper gap mode: {w_high:.1f} cm^-1")
print(f"Heat spectrum maximum, static: {heat_peak:.2f} cm^-1")
print(f"Heat spectrum full half-height width: {right - left:.1f} cm^-1")
print(f"Maximum with thermal weight: {heat_peak_thermal:.2f} cm^-1")
print(f"Maximum with retardation: {heat_peak_retarded:.2f} cm^-1")
print(f"k/(w/c) at k=1/gap: {k_ratio:.1f}")
print(f"Retardation shift of surface mode: {retardation:.4f} cm^-1")
print(f"Softening rate (rough): {softening_rate:.2f} cm^-1/K")
print(f"Heating: {heating:.0f} K")
print(f"Softening shift: {softening:.1f} cm^-1")
print(f"Axial offset of wT (rough): {offset_T:.0f} cm^-1")
print(f"Axial offset of wL (rough): {offset_L:.0f} cm^-1")
print(f"Anisotropy shift: {anisotropy:.1f} cm^-1")
print(f"Carrier density (rough): {density:.0e} cm^-3")
print(f"Carrier mass (rough): {mass_ratio:.1f} electron masses")
print(f"Screened plasma frequency: {plasma:.0f} cm^-1")
print(f"Free-carrier shift: {carriers:.1f} cm^-1")
print(f"Lattice length (rough): {lattice:.2f} nm")
print(f"Phonon dispersion, order of size: {dispersion:.3f} cm^-1")
print("all good")
```

Output:

```
High-frequency permittivity: 6.7
Transverse frequency: 793 cm^-1
Longitudinal frequency: 969 cm^-1
Static permittivity: 10.00
wT squared: 628849 cm^-2
wL squared: 938961 cm^-2
Surface frequency squared: 898687 cm^-2
Surface resonance, formula: 947.99 cm^-1
Surface resonance, root of eps=-1: 947.99 cm^-1
Surface resonance, converted: 28.42 THz
Slope with wL: 0.889
Slope with wT: 0.109
Slope with e_inf: 2.76 cm^-1 per unit
Damping (rough): 5.0 cm^-1
r_inf: 0.740
Pole strength A: 70088 cm^-2
Re r at resonance: 0.740
Im r at resonance: 14.79
Shift of Im r maximum: -0.0033 cm^-1
Gap: 50 nm
Temperature: 300 K
Gap modes shown at k*gap: 1.0
Lower gap mode: 929.1 cm^-1
Upper gap mode: 958.6 cm^-1
Heat spectrum maximum, static: 948.02 cm^-1
Heat spectrum full half-height width: 7.7 cm^-1
Maximum with thermal weight: 948.01 cm^-1
Maximum with retardation: 948.02 cm^-1
k/(w/c) at k=1/gap: 33.6
Retardation shift of surface mode: -0.0164 cm^-1
Softening rate (rough): -0.02 cm^-1/K
Heating: 100 K
Softening shift: -2.0 cm^-1
Axial offset of wT (rough): -8 cm^-1
Axial offset of wL (rough): -5 cm^-1
Anisotropy shift: -2.8 cm^-1
Carrier density (rough): 1e+18 cm^-3
Carrier mass (rough): 0.4 electron masses
Screened plasma frequency: 183 cm^-1
Free-carrier shift: 4.7 cm^-1
Lattice length (rough): 0.44 nm
Phonon dispersion, order of size: 0.009 cm^-1
all good
```
